# Shot Noise of a Normal-Superconductor Contact from Andreev Eigenvalues, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the Andreev mirror to the tunnel contact

A normal reservoir is connected through a normal region to a superconductor. The region carries \(N\) channels per spin and has transmission eigenvalues \(T_n\). We want the mean current \(I\) and its zero-frequency noise

\[
S=2\int_{-\infty}^{\infty}dt\,\langle\Delta I(t)\,\Delta I(0)\rangle ,\qquad F=\frac{S}{2eI}.
\]

With this convention equilibrium noise is \(4k_B\Theta G\), where \(\Theta\) is temperature and \(G\) conductance. Independent transfers of charge \(q\) give \(S=2qI\).

Energies \(E\) are measured from the chemical potential \(\mu\) of the superconductor. We take \(e>0\), count each electron as charge \(e\), and choose the sign of the voltage so that the normal reservoir is filled up to \(eV>0\). These choices fix only the direction called positive.

The model has spin degeneracy, no interactions or inelastic scattering in the normal region, one superconducting phase \(\varphi\), and an ideal interface: any barrier belongs to the normal region. The gap satisfies \(\Delta\ll\mu\), and both \(eV\) and \(k_B\Theta\) lie far below \(\Delta\). They also lie below the energy on which the scattering matrix of the normal region changes, so that matrix is evaluated at \(E=0\).

### (a) What happens to an electron at the ideal interface?

**Question.** Find the reflection amplitudes for \(E\ll\Delta\).

**Solution.** The electron part \(u\) and hole part \(v\) obey the Bogoliubov-de Gennes equations. For a plane wave \(e^{ikx}\) in the superconductor, with \(\xi=\hbar^2k^2/2m-\mu\),

\[
\xi u+\Delta e^{i\varphi}v=Eu,\qquad \Delta e^{-i\varphi}u-\xi v=Ev .
\]

A nonzero solution needs \(\xi^2=E^2-\Delta^2\). Below the gap, \(\xi=\pm i\sqrt{\Delta^2-E^2}\), and the first equation gives \(v/u=e^{-i\varphi}(E-\xi)/\Delta\).

Let an electron arrive from the left with wave number near \(k_F\). Since \(k\simeq k_F+\xi/\hbar v_F\), decay for \(x>0\) selects \(\xi=+i\sqrt{\Delta^2-E^2}\). On the normal side take \(e^{ik_Fx}(1,a)\). Its hole part moves left, because the group velocity of a hole is opposite to its wave number. Value and slope both match if \(a=v/u\), up to corrections of order \(\Delta/\mu\). No reflected electron is needed. Thus

\[
a_{he}=e^{-i\varphi}\,\frac{E-i\sqrt{\Delta^2-E^2}}{\Delta}\;\to\;-ie^{-i\varphi}.
\]

An arriving hole has wave number near \(-k_F\), where \(k\simeq-k_F-\xi/\hbar v_F\). Decay now selects \(\xi=-i\sqrt{\Delta^2-E^2}\), and

\[
a_{eh}=\frac uv=\frac{\Delta e^{i\varphi}}{E+i\sqrt{\Delta^2-E^2}}\;\to\;-ie^{i\varphi}.
\]

Both have modulus one. The interface is a mirror that exchanges electrons and holes. An electron returned as a hole passes charge \(2e\) to the superconductor; a hole returned as an electron takes \(2e\) from it.

### (b) What are the Andreev eigenvalues of the whole contact?

**Question.** Put the normal region in front of the mirror. Find the eigenvalues \(R_n\) of \(s_{he}^\dagger s_{he}\), where \(s_{he}\) is the amplitude matrix for an electron from the reservoir to return as a hole.

**Solution.** Let side 1 face the reservoir and side 2 the superconductor. The electron scattering matrix of the normal region has blocks \(r_{11},t_{12},t_{21},r_{22}\). The hole equation is minus the complex conjugate of the electron equation, so at \(E=0\) holes scatter with the conjugate matrix.

An electron enters by \(t_{21}\) and becomes a hole with factor \(-ie^{-i\varphi}\). The hole may leave by \(t_{12}^*\). It may instead be sent back by \(r_{22}^*\), become an electron, be sent back by \(r_{22}\), and become a hole again. The two mirror factors of such a loop multiply to \((-ie^{i\varphi})(-ie^{-i\varphi})=-1\). Summing over loops,

\[
s_{he}=-ie^{-i\varphi}t_{12}^*\sum_{k\ge0}(-r_{22}r_{22}^*)^k\,t_{21}
=-ie^{-i\varphi}t_{12}^*(1+r_{22}r_{22}^*)^{-1}t_{21}.
\]

Now assume time-reversal symmetry. The scattering matrix is then symmetric, so \(t_{12}=t_{21}^{T}\) and \(r_{22}^*=r_{22}^\dagger\). Define \(\tau=t_{21}t_{21}^\dagger\), with eigenvalues \(T_n\). Flux conservation gives \(r_{22}r_{22}^\dagger=1-\tau\), hence \(1+r_{22}r_{22}^*=2-\tau\). Also \((t_{12}^*)^\dagger t_{12}^*=t_{21}t_{21}^\dagger=\tau\). Therefore

\[
s_{he}^\dagger s_{he}=t_{21}^\dagger(2-\tau)^{-1}\tau(2-\tau)^{-1}t_{21}.
\]

The products \(XY\) and \(YX\) of square matrices have the same eigenvalues. Moving \(t_{21}\) from the right end to the left gives \(\tau^2(2-\tau)^{-2}\), so

\[
R_n=\frac{T_n^2}{(2-T_n)^2}.
\]

For small \(T\), \(R\simeq T^2/4\). Adding probabilities instead of amplitudes would give \(T^2\sum_k(1-T)^{2k}=T/(2-T)\simeq T/2\). The alternating sign of the loops makes the contributions cancel almost completely.

The formula was tested against direct matching of the waves at a delta barrier, with \(\Delta=10^{-5}\mu\), \(E=10^{-9}\mu\) and four barrier strengths including zero. The largest difference in \(R\) was \(3.6\times10^{-6}\). For a random symmetric scattering matrix with four channels the eigenvalues agreed to rounding error. For a random matrix without the symmetry the largest mismatch was 0.161, so time reversal is a real condition here.

### (c) What are the current and the noise?

**Question.** Express \(I\) and \(S\) through \(R_n\), first at any temperature allowed above and then at zero temperature.

**Solution.** Describe the lead by spin-up electrons and spin-down holes, with \(-\infty<E<\infty\). A spin-down hole at \(E\) is an empty spin-down electron state at \(-E\), so this basis counts both spins once. With the Fermi function \(f\), the incoming occupations are

\[
f_e=f(E-eV),\qquad f_h=1-f(-E-eV)=f(E+eV).
\]

Let \(a\) collect the incoming operators and \(b=\mathcal S a\) the outgoing ones. The matrix \(\tau_z\) is \(+1\) for electrons and \(-1\) for holes. Incoming minus outgoing charge flow is

\[
I(t)=\frac eh\iint dE\,dE'\,e^{i(E-E')t/\hbar}\,a^\dagger(E)\,A\,a(E'),\qquad A=\tau_z-\mathcal S^\dagger\tau_z\mathcal S .
\]

Unitarity of \(\mathcal S\) gives \(s_{ee}^\dagger s_{ee}=1-s_{he}^\dagger s_{he}\) and \(s_{hh}^\dagger s_{hh}=1-s_{eh}^\dagger s_{eh}\). Hence

\[
A_{ee}=1-s_{ee}^\dagger s_{ee}+s_{he}^\dagger s_{he}=2s_{he}^\dagger s_{he},\qquad A_{hh}=-2s_{eh}^\dagger s_{eh}.
\]

Also \(s_{ee}s_{ee}^\dagger=1-s_{eh}s_{eh}^\dagger\). Since \(s_{ee}s_{ee}^\dagger\) and \(s_{ee}^\dagger s_{ee}\) share eigenvalues, \(s_{eh}^\dagger s_{eh}\) has the eigenvalues \(R_n\) too. The mean current is

\[
I=\frac eh\int dE\,2\sum_nR_n(f_e-f_h)=\frac{4e^2V}{h}\sum_nR_n ,
\]

because the two Fermi functions are shifted by \(2eV\). This counts only Andreev processes. Thermal quasiparticles above the gap add, in a tunnel channel, a conductance of about \(\sqrt{2\pi\Delta/k_B\Theta}\,e^{-\Delta/k_B\Theta}\) relative to the normal value, against \(T/2\) for the Andreev part. Weak transmission therefore demands a lower temperature: at \(T=10^{-4}\) the quasiparticle part is about 7 times the Andreev part for \(\Delta=10k_B\Theta\), and \(5\times10^{-4}\) of it for \(\Delta=20k_B\Theta\).

For the noise, Wick's theorem for independent incoming modes leaves

\[
\langle a_i^\dagger a_ja_k^\dagger a_l\rangle-\langle a_i^\dagger a_j\rangle\langle a_k^\dagger a_l\rangle\;\to\;\delta_{il}\delta_{jk}f_i(1-f_j),
\]

with the energies paired in the same way. The time integral gives \(h\,\delta(E-E')\), and one factor \(1/h\) remains:

\[
S=\frac{2e^2}{h}\int dE\sum_{\alpha,\beta=e,h}\mathrm{Tr}(A_{\alpha\beta}A_{\beta\alpha})f_\alpha(1-f_\beta).
\]

The diagonal traces are each \(4\sum R_n^2\). For the mixed term, unitarity gives \(s_{ee}^\dagger s_{eh}=-s_{he}^\dagger s_{hh}\), so \(A_{eh}=-s_{ee}^\dagger s_{eh}+s_{he}^\dagger s_{hh}=2s_{he}^\dagger s_{hh}\). With \(s_{hh}s_{hh}^\dagger=1-s_{he}s_{he}^\dagger\),

\[
\mathrm{Tr}\,A_{eh}A_{he}=4\,\mathrm{Tr}\,s_{he}^\dagger(1-s_{he}s_{he}^\dagger)s_{he}=4\sum_nR_n(1-R_n).
\]

Two energy integrals remain. Since \(f(1-f)=-k_B\Theta\,df/dE\), each diagonal one equals \(k_B\Theta\). For the mixed one, \(f_h(1-f_e)=q\,f_e(1-f_h)\) with \(q=e^{-2eV/k_B\Theta}\). The sum of these two products is therefore \((f_e-f_h)(1+q)/(1-q)\), whose integral is \(2eV\coth(eV/k_B\Theta)\). Collecting factors,

\[
S=\frac{16e^2}{h}\Big[k_B\Theta\sum R_n^2+eV\coth\frac{eV}{k_B\Theta}\sum R_n(1-R_n)\Big].
\]

As \(V\to0\), \(eV\coth(eV/k_B\Theta)\to k_B\Theta\) and \(S\to4k_B\Theta G\), as required. At zero temperature

\[
S=\frac{16e^3V}{h}\sum_nR_n(1-R_n),\qquad F=2\,\frac{\sum R_n(1-R_n)}{\sum R_n}.
\]

This is the variance of binomial trials: attempts at rate \(2eV/h\) per channel, success probability \(R_n\), charge \(2e\) per success.

For comparison, replace the superconductor by a normal reservoir. In lead 1 the mixed block for one spin is \(A_{12}=-r_{11}^\dagger t_{12}\), with \(\mathrm{Tr}A_{12}A_{21}=\sum T_n(1-T_n)\). The window is \(eV\) and there are two spins, so \(S_N=(4e^3V/h)\sum T_n(1-T_n)\). With \(G_N=(2e^2/h)\sum T_n\), this gives \(F_N=\sum T_n(1-T_n)/\sum T_n\).

### (d) What does the noise of a tunnel contact say about charge?

**Question.** Find \(F\) for one channel and for many weakly transmitting channels. When does the tunnel result fail?

**Solution.** For one channel \(F=2(1-R)\), and

\[
1-R=\frac{(2-T)^2-T^2}{(2-T)^2}=\frac{4(1-T)}{(2-T)^2},\qquad F=\frac{8(1-T)}{(2-T)^2}.
\]

| \(T\) | \(F_N\) | \(F\) |
|---|---|---|
| 0.01 | 0.990 | 2.000 |
| 0.5 | 0.500 | 1.778 |
| 0.9 | 0.100 | 0.661 |

For many channels \(F=2(1-\sum R_n^2/\sum R_n)\). The ratio of sums cannot exceed the largest \(R_n\). If every \(T_n\ll1\), then \(F\to2\) and

\[
S=2(2e)I .
\]

Transfers are rare and independent, and each carries \(2e\). The normal tunnel contact has \(S_N=2eI\), so the noise at equal current is doubled.

A small mean transmission is not enough. At \(T=0.01\), \(R=2.53\times10^{-5}\), so one fully open channel carries as much Andreev current as about 39,600 such tunnel channels. With both present, \(\sum R_n^2/\sum R_n\simeq1/2\) and \(F\simeq1\). In the normal state the tunnel channels contribute \(\sum T_n\simeq396\) against 1, and \(F_N\) stays near 0.99. A pinhole that is invisible in the normal state can therefore remove the doubling.

The table also shows that \(F/F_N=8/(2-T)^2\) is not a fixed number. It tends to 2 for weak transmission and to 8 as \(T\to1\), though charge \(2e\) is transferred throughout.

## Second half: the diffusive wire

The symbols carried over are the transmission eigenvalues \(T_n\) of the normal region, its \(N\) channels per spin, and the blocks \(t_{21},r_{22}\) of its scattering matrix. The Andreev eigenvalues are \(R_n=T_n^2/(2-T_n)^2\). At zero temperature

\[
I=\frac{4e^2V}{h}\sum R_n,\qquad F=2\Big(1-\frac{\sum R_n^2}{\sum R_n}\Big),
\]

while normal contacts give \(G_N=(2e^2/h)\sum T_n\) and \(F_N=\sum T_n(1-T_n)/\sum T_n\). What is missing is the distribution of \(T_n\) in a disordered wire.

### (e) How do the eigenvalues change when the wire grows?

**Question.** Add a thin disordered slice at side 2. Its mean reflection probability is \(ds=dL/\ell\), which defines the transport length \(\ell\) of this model, and it scatters each channel evenly into all channels. Find \(dT_n/ds\) for \(N\gg1\).

The current and noise are now expressed through the transmission eigenvalues \(T_n\), and a contact whose channels all transmit weakly has \(F=2\), twice the normal value. It remains to find how the \(T_n\) change as a disordered wire grows, and from their distribution the conductance and noise of the wire.

All numerical values are calculated from the stated model.
